# The Laue Distribution of Statistical Breakdown Delays

**1. The simplest case: every seed succeeds**

A voltage above the breakdown value is applied at \(t=0\) to a gap that contains no free charge. Nothing happens until a first electron, the seed, appears. Suppose for the moment that every seed starts a discharge at once. The delay is then the wait for the first seed.

Let seeds appear at the rate \(Y\), independently of one another, and divide the time \(t\) into \(N\) equal slots. For large \(N\) each slot contains a seed with probability \(Yt/N\), so all slots are empty with probability

\[
\left(1-\frac{Yt}{N}\right)^N=\exp\!\left[N\ln\!\left(1-\frac{Yt}{N}\right)\right]\longrightarrow e^{-Yt},
\]

because \(\ln(1-x)=-x+O(x^2)\) and the remainder, \(N\,O(N^{-2})\), vanishes. The delays are exponentially distributed although the voltage and the source are steady. The general case changes the rate in the exponent and adds the time that the discharge needs to grow.

**2. Seeds that may fail**

The assumptions are:

- The chance of a seed in \(dt\) is \(Y\,dt+o(dt)\), whatever happened before; two seeds in \(dt\) have probability \(o(dt)\). This is a Poisson process.
- Each seed starts a self-sustained discharge with the same probability \(W\), independently of the others.
- A failed seed leaves nothing behind that affects later ones.

Let \(S(t)\) be the probability that no successful seed has appeared by \(t\). To remain in this state until \(t+dt\), the gap must be in it at \(t\) and receive no successful seed in \(dt\). By independence the probabilities multiply:

\[
S(t+dt)=S(t)\,[1-YW\,dt+o(dt)] .
\]

Subtracting \(S(t)\), dividing by \(dt\) and letting \(dt\to0\) gives

\[
\frac{dS}{dt}=-YW\,S,\qquad S(0)=1,
\]

and therefore

\[
\boxed{S(t)=e^{-t/\tau},\qquad \tau=\frac{1}{YW}.}
\]

Counting seeds gives the same result. The number \(k\) in time \(t\) has the Poisson distribution, and all \(k\) fail with probability \((1-W)^k\), so

\[
S=\sum_{k=0}^{\infty}e^{-Yt}\frac{(Yt)^k}{k!}(1-W)^k
=e^{-Yt}e^{Yt(1-W)}=e^{-YWt}.
\]

The density of the statistical delay \(t_s\) is \(-dS/dt=e^{-t/\tau}/\tau\). Its moments are

\[
\langle t_s\rangle=\int_0^\infty \frac{t}{\tau}e^{-t/\tau}dt=\tau,\qquad
\langle t_s^2\rangle=\int_0^\infty \frac{t^2}{\tau}e^{-t/\tau}dt=2\tau^2,
\]

so the standard deviation is \(\sqrt{2\tau^2-\tau^2}=\tau\), equal to the mean. The median solves \(e^{-t/\tau}=1/2\) and is \(\tau\ln2\). Since \(S(t+u)/S(t)=e^{-u/\tau}\), a gap that has already waited has the same distribution of further waiting as a fresh one.

**3. Formative time and the Laue plot**

A successful seed needs a formative time before the current reaches the detection threshold. If this time has the fixed value \(t_f\), the measured delay is \(t_d=t_s+t_f\), and

\[
P(t_d>t)=\begin{cases}1,&t<t_f,\\ e^{-(t-t_f)/\tau},&t\ge t_f.\end{cases}
\]

The logarithm of the fraction of trials still without breakdown, plotted against \(t\), is a line of slope \(-1/\tau\) that reaches zero at \(t_f\).

In reality the formative time varies. Let \(G(u)\) be the probability that a successful seed causes breakdown within \(u\) of its birth. A seed born in \(ds\) at time \(s\) has caused breakdown by \(t\) with probability \(WG(t-s)\). The interval \(ds\) thus contributes the factor \(1-YW\,G(t-s)\,ds\), and the product over independent intervals is

\[
P(t_d>t)=\exp\!\left[-YW\int_0^tG(u)\,du\right].
\]

Write the integral as \(t-\int_0^t[1-G(u)]du\). If no formative time exceeds \(t\), the last integral may be extended to infinity, where it equals the mean formative time: \(1-G(u)\) is the probability that the formative time exceeds \(u\), and integrating this over \(u\) averages its length. Hence

\[
P(t_d>t)=e^{-(t-\langle t_f\rangle)/\tau}
\]

beyond the longest formative time. The spread rounds the start of the plot and leaves the slope unchanged; the extrapolated line reaches zero at the mean formative time. This argument treats breakdown as the first threshold crossing by an individual chain and does not add the currents of overlapping chains.

To extract \(\tau\), choose a time \(t_c\) beyond the longest formative time, keep the \(N_c\) trials with \(t_d>t_c\), and average \(t_d-t_c\). By the absence of memory this average estimates \(\tau\), with standard error \(\tau/\sqrt{N_c}\). Two hundred delays give 7%. The result is the product \(YW\); the slope does not separate the two factors.

**4. A constant average rate is not enough**

Consider seeds that arrive strictly periodically, at \(1/Y,2/Y,\ldots\). The number \(K\) of the first successful seed has probability \(W(1-W)^{K-1}\), with

\[
\langle K\rangle=\frac1W,\qquad \langle K(K-1)\rangle=\frac{2(1-W)}{W^2},
\]

from the first and second derivatives of the geometric series. The variance is

\[
\frac{2(1-W)}{W^2}+\frac1W-\frac1{W^2}=\frac{1-W}{W^2}.
\]

The mean delay is still \(\tau\), but the standard deviation is \(\tau\sqrt{1-W}\). The exponential law is recovered when \(W\ll1\): after \(k\) periods the survival is \((1-W)^k\approx e^{-kW}\) as long as \(kW^2\ll1\).

Now let seeds arrive in pairs, the pairs forming a Poisson process of rate \(Y/2\). A pair succeeds with probability \(1-(1-W)^2=2W-W^2\), so the rate of successful pairs is

\[
\frac Y2(2W-W^2)=YW\left(1-\frac W2\right).
\]

The distribution is exponential, but its mean is \(\tau/(1-W/2)\). A straight Laue plot therefore does not prove that electrons arrive singly.

If the rate varies in time, the equation of Section 2 becomes \(S'=-Y(t)WS\), with solution \(S=\exp[-W\int_0^tY(t')dt']\). For a steady source plus a residue \(Y_1e^{-t/T_1}\) from an earlier pulse,

\[
S=\exp\!\left[-YWt-WY_1T_1\left(1-e^{-t/T_1}\right)\right].
\]

At \(t\gg T_1\) the slope is again \(-YW\), but the line is lowered by the factor \(e^{-WY_1T_1}\). Its intercept moves earlier by \(Y_1T_1/Y\) and no longer gives the formative time.

**5. Where the success probability comes from**

For an electron leaving the cathode, \(W\) follows from a Townsend model with two processes: ionization in the gas and electron release by ions at the cathode. Let \(\alpha\) be the ionization coefficient, taken as uniform, and \(p_n(x)\) the probability that one electron has become \(n\) after a distance \(x\). Each electron ionizes independently, so

\[
\frac{dp_n}{dx}=\alpha\,[(n-1)p_{n-1}-np_n],\qquad p_1(0)=1 .
\]

The solution is \(p_n=a(1-a)^{n-1}\) with \(a=e^{-\alpha x}\). To verify it, use \(a'=-\alpha a\). The left side is

\[
-\alpha a(1-a)^{n-1}+\alpha(n-1)a^2(1-a)^{n-2}.
\]

On the right, split \(n=(n-1)+1\) and use \((1-a)^{n-2}-(1-a)^{n-1}=a(1-a)^{n-2}\); the same expression results. Across a gap \(d\) the mean size is \(m=1/a=e^{\alpha d}\).

An avalanche of \(n\) electrons leaves \(j=n-1\) ions. Their generating function is

\[
\sum_{j=0}^\infty a(1-a)^jz^j=\frac{a}{1-(1-a)z}=\frac1{1+(m-1)(1-z)} .
\]

Each ion releases a new cathode electron with probability \(\gamma\), which replaces \(z\) by \(1-\gamma+\gamma s\), so that \(1-z=\gamma(1-s)\). The number of successors of one electron has the generating function

\[
f(s)=\frac{1}{1+q(1-s)},\qquad q=\gamma(m-1),
\]

with mean \(q\). The generating function \(f_n\) of the population \(Z_n\) after \(n\) generations is the \(n\)-fold iterate of \(f\). Put \(u=1/(1-s)\). Since \(1-f=q(1-s)/[1+q(1-s)]\),

\[
\frac1{1-f(s)}=1+\frac uq .
\]

One generation thus maps \(u\) to \(1+u/q\), and \(n\) generations give

\[
\frac1{1-f_n(s)}=a_n+b_nu,\qquad b_n=q^{-n},\qquad a_n=\sum_{k=0}^{n-1}q^{-k}.
\]

The probability that the chain is alive is \(P_n=1-f_n(0)\). At \(s=0\), \(u=1\), so \(1/P_n=a_n+b_n\). For \(q>1\) the sum tends to \(1/(1-1/q)\) and \(b_n\to0\):

\[
\boxed{W=1-\frac1q\quad(q>1).}
\]

For \(q\le1\) the sum diverges and \(W=0\). Just above breakdown \(W\approx q-1\), so \(\tau\) grows steeply as the voltage approaches the breakdown value from above. It diverges only if success means unlimited growth. If success means reaching a finite population \(M\), the chance at \(q=1\) is about \(1/M\), not zero, and the formula for \(W\) requires \((q-1)M\gg1\).

A seed born at distance \(x\) from the cathode has a shorter first avalanche, with \(q_x=\gamma(e^{\alpha(d-x)}-1)\). Each successor fails with probability \(1-W\), so all fail with probability \(1/(1+q_xW)\), and

\[
W(x)=\frac{q_xW}{1+q_xW}.
\]

Independent sources add: \(YW\) is replaced by the sum of their rates, each multiplied by its own success probability.

**6. Formative time from the same chain**

From Section 5, \(1-f_n(s)=(1-s)/[b_n+a_n(1-s)]\). Compare this with a population that is nonzero with probability \(P_n\) and then geometric on \(1,2,\ldots\) with mean \(\mu_n\). For the geometric part the generating function is \(h=s/[\mu_n-(\mu_n-1)s]\), so

\[
P_n(1-h)=\frac{P_n\mu_n(1-s)}{1+(\mu_n-1)(1-s)} .
\]

The two agree if \(\mu_n=(a_n+b_n)/b_n=q^n/P_n\), since then \(\mu_n-1=a_n/b_n\) and \(P_n\mu_n=1/b_n\). Summing the geometric tail gives

\[
P(Z_n\ge M)=P_n\left(1-\frac1{\mu_n}\right)^{M-1}.
\]

If a generation lasts one ion transit time \(T\), then \(G(nT)=P(Z_n\ge M)/W\) for a threshold \(M\) so large that a population which has reached it practically never falls back. The mean formative time is \(T\sum_{n\ge0}[1-G(nT)]\). This distribution has a tail without a strict upper limit, so the "longest formative time" of Section 3 here means a time after which \(1-G\) is negligible.

A failed chain is alive in generation \(n\) with probability \((P_n-W)/(1-W)\). Summing over \(n\ge0\) and multiplying by \(T\) gives its mean duration. Chains in this model do not influence one another, so failed chains may overlap with later ones without changing \(W\). If the duration is short compared with \(1/Y\), such overlap is rare, and so is any interaction between the charges of the two chains, which the model leaves out.

**7. Worked example: argon at 1 Torr**

Take a plane gap \(d=1\) cm in argon at \(p=1\) Torr, with \(\alpha/p=A\exp(-Bpd/V)\), \(A=12\) /(cm Torr), \(B=180\) V/(cm Torr), \(\gamma=0.01\) and an ion speed of \(10^5\) cm/s. These are rough typical values. Weak illumination of the cathode supplies \(Y=200\) s\(^{-1}\).

Breakdown means \(q=1\), or \(\alpha d=\ln(1+1/\gamma)=4.615\). Solving for the voltage,

\[
V_b=\frac{Bpd}{\ln(Apd/4.615)}=\frac{180}{\ln2.600}\ \text{V}=188.4\ \text{V}.
\]

At 10% overvoltage, \(V=207.2\) V, and

\[
\alpha=12\,e^{-180/207.2}=5.034\ \text{cm}^{-1},\quad m=e^{5.034}=153.5,\quad q=0.01\times152.5=1.525 .
\]

Hence \(W=1-1/1.525=0.344\) and

\[
\tau=\frac1{200\times0.3444}\ \text{s}=14.5\ \text{ms}.
\]

Half of the statistical delays exceed 10.1 ms, and one in a hundred exceeds \(\tau\ln100=66.9\) ms. A control system that allows one mean delay for ignition would miss 37% of the ignitions.

The transit time is \(T=10\) µs. Each cathode electron moves a charge \(em\) through the circuit per generation, so a threshold current of 0.1 µA corresponds to

\[
M=\frac{10^{-7}\times10^{-5}}{1.602\times10^{-19}\times153.5}\approx4.07\times10^4 .
\]

The formative time has mean 245 µs and standard deviation 31 µs. Growth by the factor \(q\) per generation from one electron to \(M\) would take \(\ln M/\ln q\approx25\) generations, or about 250 µs, close to the calculated mean. This is only an estimate of size, and it is less accurate nearer to breakdown. Ions born inside the gap travel less than its full length, so counting a full transit per generation overestimates the formative time: with each ion given its actual transit distance, the mean falls to about 190 µs and the spread to about 24 µs. Relative to \(\tau\), the values 245 µs and 31 µs are 1.7% and 0.2%. Within 245 µs a second successful seed arrives with probability 1.7% and a seed of any kind with probability 4.8%, so overlap of chains is uncommon. Failed chains last 19 µs on average, against 5 ms between seeds. This counts only electrons and ions: metastable argon atoms can survive for a time of the order of a millisecond and release electrons at the cathode later, a memory that the model leaves out.

The law was tested on 4000 simulated trials that followed rare photoemission events, random avalanches and ion-induced electrons one generation at a time. The fractions without breakdown were:

| Time (ms) | Laue law | Simulation |
|---|---|---|
| 10 | 0.5107 | 0.5105 |
| 20 | 0.2564 | 0.2560 |
| 50 | 0.0325 | 0.0355 |

The last difference is about one binomial standard error, \(\sqrt{0.0325\times0.9675/4000}=0.0028\). The largest gap between the simulated and predicted distributions, multiplied by \(\sqrt{4000}\), was 0.70, against an acceptance limit of 2.2.

With seeds 400 times more frequent, \(\tau\) falls to 36 µs, comparable with the formative spread. The same measure was then 0.49 for the formula containing \(G\), but 17.6 for a fixed formative time. The formative spread is now nearly as large as \(\tau\), and a later seed sometimes overtakes an earlier one, so a sharp start at \(\langle t_f\rangle\) is wrong. Currents were not added in this test either. At this seed rate the omission matters: adding the populations of overlapping chains shortens the mean delay by about 9 µs, a shift that 4000 trials would detect.

**8. How far the numbers can be trusted**

The example represents first ignition, or ignition after a long pause, of a low-pressure argon glow between plane electrodes. The yield \(\gamma\) depends on the cathode surface and \(Y\) on the illumination, so the calculated 14.5 ms belongs to the chosen inputs and is not a property of argon. The following changes are made one at a time.

- **Voltage.** A 1% lower voltage reduces \(W\) to 0.315 and raises \(\tau\) to 15.9 ms, an increase of 9%. Delays collected while the voltage drifts do not share one \(\tau\).
- **Avalanche fluctuations.** If all avalanches had the mean size, rounded to whole ions, \(W\) would be 0.60 and \(\tau\) about 8.3 ms. The geometric law assumes that an electron can ionize again immediately after an ionization. Real electrons must first regain energy, which narrows the distribution and raises \(W\). In this gap the length needed to gain 15.8 V is 0.38 of the ionization length \(1/\alpha\), so the geometric law is outside its proper range. In a simple model where every electron must cross this dead length at the start and after each ionization, with the same asymptotic \(\alpha\) and with \(\gamma\) refitted to the breakdown voltage, \(W\approx0.54\) and \(\tau\approx9.3\) ms; a dead length of 10 V gives \(W\approx0.47\). Among the effects sized here with the breakdown voltage held fixed, this is the largest uncertainty in \(W\) for cathode seeds.
- **Dead length.** An electron needs 15.8 V, or 0.076 cm of this gap, to gain the ionization energy. Removing this length at fixed \(\gamma\) lowers \(q\) to 1.036 and \(W\) to about 0.035, a tenfold change. If \(\gamma\) is readjusted to keep the same breakdown voltage, and the geometric law of avalanche sizes is retained, \(W=0.348\), close to the original value. The narrowing of that law, described in the previous item, is not included here. For this reason \(\gamma\) should be fitted to the breakdown voltage with the same \(\alpha\) model that is used for \(W\).
- **Place of birth.** A seed born in mid-gap has \(W=0.038\), nine times less than a cathode seed. A source acting in the gas therefore needs the position-dependent \(W(x)\). If it ionizes gas atoms, the ion left behind can also release a cathode electron and start a discharge, with probability \(\gamma W=0.0034\). This raises the mid-gap value to \(1-(1-0.0034)(1-0.038)=0.041\) and matters most near the anode, where \(W(x)\) tends to zero.
- **Earlier pulses.** A residue with \(Y_1=200\) s\(^{-1}\) and \(T_1=5\) ms multiplies the tail by \(e^{-0.3444}=0.71\) and moves the intercept 5 ms earlier, to a negative time. A negative intercept alone does not prove such memory: if \(Y\) or the voltage differs from trial to trial, the average of exponentials with different rates can also give one.
- **Space charge.** At threshold the ions in the gap carry a charge somewhat below \(IT=10^{-12}\) C (about \(0.8\,IT\), since electrons carry the rest of the current); take \(IT\) as the estimate. With a rough electron characteristic energy of 5 eV, lateral diffusion gives a cloud radius of about 1.5 cm. Spreading the charge over that area gives a field of about 1.5 V/cm, or 0.7% of the applied field. This is an estimate of size. Descendants of one seed share their early displacements, so the actual cloud is narrower, about 1.4 cm or less. On the other hand \(Q/\epsilon_0A\) is the whole flux, which divides between the two electrodes; the field on the axis is then 0.7 to 0.9 V/cm at the cathode and slightly less at the anode. The effect on \(W\) is small because survival is decided while the population is still small: a chain with \(Z\) cathode electrons dies out with probability \(q^{-Z}\), which is already 1.5% at \(Z=10\).

The complete set of values is in the numerical output that follows.

## Calculated quantities

```
pressure: 1 Torr
gap: 1 cm
ionization coefficient A: 12 1/(cm Torr)
ionization coefficient B: 180 V/(cm Torr)
ion yield gamma: 0.01
ion speed: 1e+05 cm/s
seed rate Y: 200 1/s
breakdown voltage: 188.4 V
applied voltage: 207.2 V
reduced field E/p: 207.2 V/(cm Torr)
alpha: 5.034 1/cm
mean avalanche size m: 153.5
successors per electron q: 1.525
success probability W, formula: 0.3444
success probability W, simulated: 0.3438
mean statistical delay tau: 14.52 ms
median statistical delay: 10.06 ms
99% of statistical delays below: 66.85 ms
ion transit time: 10 us
threshold current: 0.1 uA
cathode electrons per generation at threshold: 40651
mean formative time: 244.8 us
spread (sd) of formative time: 30.51 us
mean duration of failed chain: 19.21 us
simulated trials: 4000
simulated mean total delay: 15 ms
predicted mean total delay: 14.76 ms
simulated sd of delay: 15.02 ms
unbroken at 10 ms: law 0.5107, simulated 0.5105
unbroken at 20 ms: law 0.2564, simulated 0.2560
unbroken at 50 ms: law 0.0325, simulated 0.0355
scaled KS distance, Laue law: 0.702
KS limit used: 2.2
fast seeds: KS with formative spread: 0.492
fast seeds: KS with fixed formative time: 17.6
relative error of mean from 200 delays: 7.1 %
periodic seeds: sd/mean: 0.8097
paired seeds: mean statistical delay: 17.54 ms
residual seeds: initial extra rate: 200 1/s
residual seeds: decay time: 5 ms
residual seeds: tail factor: 0.7086
formative time / tau: 1.69 %
formative spread / tau: 0.21 %
second success within formative time: 1.67 %
W at 1% lower voltage: 0.3148
tau at 1% lower voltage: 15.89 ms
ionization energy / e: 15.8 V
dead length: 0.0763 cm
q with dead length, same gamma: 1.036
W with dead length, gamma recalibrated: 0.3477
W without avalanche fluctuations: 0.6046
W for seed at mid-gap: 0.03775
electron characteristic energy / e: 5 V
rms ion cloud radius at threshold: 1.54 cm
space-charge field at threshold: 1.52 V/cm
space-charge field / applied field: 0.73 %
```
